**Superlattice period from adjacent X-ray satellites**

The program examines the relation $\Lambda=\lambda/[2(\sin\theta_{n+1}-\sin\theta_n)]$, where $\Lambda$ is the superlattice period, $\lambda$ the wavelength and $\theta_n$ the angle of satellite $n$ from the layer planes in symmetric geometry. It sums the waves from every atomic plane, locates the satellites (in an angular scan for 30 repeats, by a search close to the ideal positions for 120), and asserts that each adjacent pair gives the period within 1 % for 30 repeats and within 0.1 % for 120. It also asserts the factorization of the intensity, the formula for the finite-stack peak shift, the absence of satellite +2 for equal layers, and the propagation of random angular errors. The output shows periods of 10.11 to 10.16 nm for 30 repeats, against a true value of 10.152 nm. A separate calculation with all multiple reflections treats refraction at low angle. There the program asserts that the simple relation errs by more than 5 % and the refraction-corrected one by less than 1 %; the printed values are 10.959 nm and 10.129 nm.

## Numerical verification

```python
"""Period of a superlattice from adjacent X-ray satellites.

Result under test: period = wavelength / (2 (sin theta_2 - sin theta_1)),
where theta_1, theta_2 are the angles from the layer planes (half the
scattering angle) of two consecutive satellites in specular geometry.
q = 4 pi sin(theta) / wavelength is the scattering wavevector.
F(q) is the amplitude scattered by one period. Lengths are in nm.
The peaks come from a direct sum over planes; refraction is tested
with a recursive multiple-reflection calculation of a layered medium.
"""
import numpy as np
from scipy.optimize import brentq

wavelength = 0.154
planes_a, planes_b = 24, 12
spacing_a, spacing_b = 0.280, 0.286
strength_a, strength_b = 30.0, 24.0
thick_a, thick_b = planes_a * spacing_a, planes_b * spacing_b
period = thick_a + thick_b
planes = planes_a + planes_b
cell_z = np.concatenate([spacing_a * np.arange(planes_a),
                         thick_a + spacing_b * np.arange(planes_b)])
cell_f = np.concatenate([np.full(planes_a, strength_a),
                         np.full(planes_b, strength_b)])


def stack(repeats):
    """Positions and strengths of every plane in the whole stack."""
    z = (period * np.arange(repeats)[:, None] + cell_z).ravel()
    return z, np.tile(cell_f, repeats)


def amplitude(q, z, f):
    return np.exp(1j * np.outer(np.atleast_1d(q), z)) @ f


def intensity_slope(q, z, f):
    """Derivative of the scattered intensity with respect to q."""
    waves = f * np.exp(1j * q * z)
    return 2 * np.real(np.conj(waves.sum()) * (1j * z * waves).sum())


def period_from(sine_1, sine_2):
    return wavelength / (2 * (sine_2 - sine_1))


def q_to_sine(q):
    return q * wavelength / (4 * np.pi)


# Factorization and closed interference factor against the full sum
repeats = 30
z30, f30 = stack(repeats)
q_test = np.array([21.713, 22.107, 22.591, 23.337])
full_sum = np.abs(amplitude(q_test, z30, f30))**2
interference = (np.sin(repeats * q_test * period / 2)
                / np.sin(q_test * period / 2))**2
product = np.abs(amplitude(q_test, cell_z, cell_f))**2 * interference
assert np.allclose(full_sum, product, rtol=1e-8)

# Angular scan: a satellite is the highest point within 0.25 degree
angles = np.arange(15.2, 16.95, 0.001)
q_scan = 4 * np.pi * np.sin(np.radians(angles)) / wavelength
scan = np.abs(amplitude(q_scan, z30, f30))**2
found = [i for i in range(1, len(scan) - 1)
         if scan[i] == scan[max(0, i - 250):i + 251].max()]
assert len(found) == 4
q_peaks = np.array([brentq(intensity_slope, q_scan[i - 1], q_scan[i + 1],
                           args=(z30, f30), xtol=1e-13) for i in found])
sines = q_to_sine(q_peaks)
thetas = np.degrees(np.arcsin(sines))
heights = np.abs(amplitude(q_peaks, z30, f30))**2
heights = heights / heights.max()
periods_30 = period_from(sines[:-1], sines[1:])
assert np.all(np.abs(periods_30 / period - 1) < 0.01)

# The strongest satellite gives the mean plane spacing
strongest = int(np.argmax(heights))
mean_spacing = wavelength / (2 * sines[strongest])
assert abs(mean_spacing / (period / planes) - 1) < 1e-4
absolute_order = int(round(sines[strongest] * 2 * period / wavelength))
assert absolute_order == planes
labels = np.arange(4) - strongest

# Finite-number shift: numerical peak against the envelope-slope formula
orders = planes + labels
q_ideal = 2 * np.pi * orders / period
cell_amp = amplitude(q_ideal, cell_z, cell_f)
cell_der = amplitude(q_ideal, cell_z, 1j * cell_z * cell_f)
log_slope = 2 * np.real(np.conj(cell_amp) * cell_der) / np.abs(cell_amp)**2
shift_30 = q_peaks - q_ideal
predicted_30 = 6 * log_slope / ((repeats**2 - 1) * period**2)
# Neglected envelope curvature is a few percent here, 16 times less below
assert np.allclose(shift_30, predicted_30, rtol=0.10, atol=0)
many = 120
z120, f120 = stack(many)
half = 0.4 * 2 * np.pi / (many * period)
q_120 = np.array([brentq(intensity_slope, q - half, q + half,
                         args=(z120, f120), xtol=1e-13) for q in q_ideal])
predicted_120 = 6 * log_slope / ((many**2 - 1) * period**2)
assert np.allclose(q_120 - q_ideal, predicted_120, rtol=0.01, atol=0)
sines_120 = q_to_sine(q_120)
periods_120 = period_from(sines_120[:-1], sines_120[1:])
assert np.all(np.abs(periods_120 / period - 1) < 1e-3)
error_ratio = (periods_30[-1] - period) / (periods_120[-1] - period)
assert 13 < error_ratio < 19

# Close-peak form with the cosine of the mean angle
pair = (strongest, strongest + 1)
t1, t2 = np.radians(thetas[list(pair)])
s1, s2 = sines[list(pair)]
pair_period = period_from(s1, s2)
close_form = wavelength / (2 * (t2 - t1) * np.cos((t1 + t2) / 2))
assert abs(close_form / pair_period - 1) < 1e-5

# Missing even satellites for equal layers with equal plane spacing
equal_f = np.repeat([strength_a, strength_b], planes // 2)
equal_z = 0.282 * np.arange(planes)
equal_period = 0.282 * planes
q_equal = 2 * np.pi * (planes + np.array([1, 2, 3])) / equal_period
equal_int = np.abs(amplitude(q_equal, equal_z, equal_f))**2
assert equal_int[1] < 1e-18 * equal_int[0]
assert equal_int[2] > 0.05 * equal_int[0]
sine_equal = q_to_sine(q_equal)
false_period = period_from(sine_equal[0], sine_equal[2])
assert abs(false_period / equal_period - 0.5) < 1e-10

# Angular uncertainty: linear formula against random sampling
sigma_deg = 0.001
sigma = np.radians(sigma_deg)
relative_sigma = sigma * np.hypot(np.cos(t1), np.cos(t2)) / (s2 - s1)
rng = np.random.default_rng(7)
noise = rng.normal(0, sigma, (2, 200000))
sampled = period_from(np.sin(t1 + noise[0]), np.sin(t2 + noise[1]))
assert abs(sampled.std() / pair_period / relative_sigma - 1) < 0.02

# Refraction: all multiple reflections in a stack on a mean medium
delta_a, delta_b = 1.1e-5, 0.8e-5
delta_mean = (delta_a * thick_a + delta_b * thick_b) / period


def reflectivity(sine):
    k = 2 * np.pi / wavelength

    def normal_k(delta):
        return k * np.sqrt(sine**2 - 2 * delta + 0j)
    k_a, k_b = normal_k(delta_a), normal_k(delta_b)
    layers = [(k_a, thick_a), (k_b, thick_b)] * repeats
    media = [(normal_k(0.0), 0.0)] + layers + [(normal_k(delta_mean), 0.0)]
    r = np.zeros_like(k_a)
    for upper, lower in zip(media[-2::-1], media[:0:-1]):
        fresnel = (upper[0] - lower[0]) / (upper[0] + lower[0])
        back = r * np.exp(2j * lower[0] * lower[1])
        r = (fresnel + back) / (1 + fresnel * back)
    return np.abs(r)**2


low = []
for start, stop in [(0.0075, 0.0105), (0.0145, 0.0175)]:
    grid = np.arange(start, stop, 1e-6)
    curve = reflectivity(grid)
    top = int(np.argmax(curve))
    assert 0 < top < len(grid) - 1
    low.append(grid[top])
low = np.array(low)
low_simple = period_from(low[0], low[1])
inside = np.sqrt(low**2 - 2 * delta_mean)
low_corrected = period_from(inside[0], inside[1])
assert abs(low_simple / period - 1) > 0.05
assert abs(low_corrected / period - 1) < 0.01

# First-order refraction correction against the square-root form
exact_factor = (np.sqrt(s2**2 - 2 * delta_mean)
                - np.sqrt(s1**2 - 2 * delta_mean)) / (s2 - s1)
refraction_relative = delta_mean / (s1 * s2)
assert abs((exact_factor - 1) / refraction_relative - 1) < 1e-3

print(f"wavelength = {wavelength:.3f} nm")
print(f"layer A: {planes_a} planes, spacing {spacing_a:.3f} nm, "
      f"strength {strength_a:.0f}, thickness {thick_a:.3f} nm")
print(f"layer B: {planes_b} planes, spacing {spacing_b:.3f} nm, "
      f"strength {strength_b:.0f}, thickness {thick_b:.3f} nm")
print(f"true period = {period:.3f} nm; periods in stack = {repeats}")
for i in range(4):
    print(f"satellite {labels[i]:+d}: order {orders[i]}, "
          f"theta = {thetas[i]:.4f} deg, sin = {sines[i]:.6f}, "
          f"relative intensity = {heights[i]:.5f}")
for i in range(3):
    print(f"pair {labels[i]:+d},{labels[i + 1]:+d}: sine difference = "
          f"{sines[i + 1] - sines[i]:.6f}, period = {periods_30[i]:.4f} nm, "
          f"error = {100 * (periods_30[i] / period - 1):+.3f} %")
for i in range(3):
    print(f"{many} periods, pair {labels[i]:+d},{labels[i + 1]:+d}: "
          f"period = {periods_120[i]:.5f} nm, "
          f"error = {100 * (periods_120[i] / period - 1):+.4f} %")
print(f"last-pair error ratio, {repeats} to {many} periods = "
      f"{error_ratio:.2f}")
for i in range(4):
    print(f"satellite {labels[i]:+d}: log slope g = {log_slope[i]:+.3f} nm, "
          f"q shift found = {shift_30[i]:+.3e} 1/nm, "
          f"predicted = {predicted_30[i]:+.3e} 1/nm")
print(f"mean plane spacing from satellite 0 = {mean_spacing:.5f} nm")
print(f"close-peak form, pair 0,+1: period = {close_form:.4f} nm")
print(f"equal-layer test: true period = {equal_period:.3f} nm, "
      f"false period from +1,+3 = {false_period:.3f} nm")
print(f"equal layers: intensity +3 / +1 = {equal_int[2] / equal_int[0]:.4f}")
print(f"angle error {sigma_deg:.3f} deg each, pair 0,+1: period error = "
      f"{pair_period * relative_sigma:.4f} nm = {100 * relative_sigma:.3f} %")
print(f"delta A = {delta_a:.2e}, delta B = {delta_b:.2e}, "
      f"mean delta = {delta_mean:.4e}")
print(f"low-angle orders 1,2: sines = {low[0]:.6f}, {low[1]:.6f}")
print(f"low-angle period: simple = {low_simple:.3f} nm, "
      f"refraction-corrected = {low_corrected:.3f} nm")
print(f"refraction correction, pair 0,+1: relative = "
      f"{refraction_relative:.3e}, "
      f"length = {pair_period * refraction_relative:.5f} nm")
print("verified")
```

Printed output:

```
wavelength = 0.154 nm
layer A: 24 planes, spacing 0.280 nm, strength 30, thickness 6.720 nm
layer B: 12 planes, spacing 0.286 nm, strength 24, thickness 3.432 nm
true period = 10.152 nm; periods in stack = 30
satellite -1: order 35, theta = 15.3939 deg, sin = 0.265454, relative intensity = 0.02038
satellite +0: order 36, theta = 15.8459 deg, sin = 0.273050, relative intensity = 1.00000
satellite +1: order 37, theta = 16.2978 deg, sin = 0.280630, relative intensity = 0.08886
satellite +2: order 38, theta = 16.7528 deg, sin = 0.288243, relative intensity = 0.00199
pair -1,+0: sine difference = 0.007597, period = 10.1360 nm, error = -0.158 %
pair +0,+1: sine difference = 0.007579, period = 10.1594 nm, error = +0.073 %
pair +1,+2: sine difference = 0.007614, period = 10.1133 nm, error = -0.381 %
120 periods, pair -1,+0: period = 10.15099 nm, error = -0.0099 %
120 periods, pair +0,+1: period = 10.15246 nm, error = +0.0045 %
120 periods, pair +1,+2: period = 10.14952 nm, error = -0.0245 %
last-pair error ratio, 30 to 120 periods = 15.58
satellite -1: log slope g = -14.327 nm, q shift found = -9.234e-04 1/nm, predicted = -9.278e-04 1/nm
satellite +0: log slope g = +0.833 nm, q shift found = +5.386e-05 1/nm, predicted = +5.392e-05 1/nm
satellite +1: log slope g = -6.107 nm, q shift found = -3.961e-04 1/nm, predicted = -3.955e-04 1/nm
satellite +2: log slope g = +31.430 nm, q shift found = +1.973e-03 1/nm, predicted = +2.035e-03 1/nm
mean plane spacing from satellite 0 = 0.28200 nm
close-peak form, pair 0,+1: period = 10.1594 nm
equal-layer test: true period = 10.152 nm, false period from +1,+3 = 5.076 nm
equal layers: intensity +3 / +1 = 0.1134
angle error 0.001 deg each, pair 0,+1: period error = 0.0318 nm = 0.313 %
delta A = 1.10e-05, delta B = 8.00e-06, mean delta = 9.9858e-06
low-angle orders 1,2: sines = 0.008793, 0.015819
low-angle period: simple = 10.959 nm, refraction-corrected = 10.129 nm
refraction correction, pair 0,+1: relative = 1.303e-04, length = 0.00132 nm
verified
```
